**SLLOD shear flow, its energy balance and the Green–Kubo viscosity**

For shear rate $\gamma$, volume $V$ and pressure-tensor component $P_{xy}$, the internal energy obeys $\dot H_0=-\gamma VP_{xy}$, and a fluid's viscosity is $\eta=(V/kT)\int_0^\infty\langle P_{xy}(0)P_{xy}(s)\rangle ds$. The program asserts that folded SLLOD motion agrees with lab-frame Newton motion under an explicit sum over moving images. It also asserts the energy balance, its failure with static images, and a unit Jacobian determinant for the flow. For a 27-particle fluid it asserts agreement, within statistical error and a small allowance for finite shear rate, between the sheared response and the Green–Kubo integral at five times. Further assertions cover the mean heating, the exponential average of the work and the smallness of the equilibrium shear modulus. The output gives a running viscosity of $0.324\pm0.014$ from equilibrium and $0.348\pm0.017$ under shear, in units of $kT\,t_0/a^3$ at $1.2\,t_0$, where $a$ is the pair range, $m$ the particle mass and $t_0=a\sqrt{m/kT}$. These values belong to a small cell and a finite integration time.

## Verification by program

```python
"""SLLOD shear flow with Lees-Edwards images, its energy balance, and Green-Kubo.

Result under test, for flow velocity u_x = rate*y and peculiar momenta p:
  dx/dt = p_x/m + rate*y,  dp_x/dt = F_x - rate*p_y   (other components Newtonian)
  dH0/dt = -rate * V * P_xy                          (exact, at any shear rate)
  viscosity = V/kT * integral of <P_xy(0) P_xy(s)> ds (fluid, small shear rate)
V*P_xy = sum p_x p_y/m + sum over pairs y_ij F_x,ij.  H0 = kinetic + pair energy.
Pair energy: A*(1 - r^2)^4 for r < 1, else zero.
Units: length a = pair range, mass m, energy kT, time t0 = a*sqrt(m/kT).
Arrays of positions and momenta have shape (3, replicas, particles).
"""
import itertools
import numpy as np
from scipy.integrate import simpson, cumulative_trapezoid

A = 50.0
rng = np.random.default_rng(12)
incidence_cache = {}


def incidence(n, dtype):
    """Matrix taking particle positions to pair differences r_i - r_j."""
    key = (n, np.dtype(dtype).str)
    if key not in incidence_cache:
        i, j = np.triu_indices(n, 1)
        matrix = np.zeros((n, len(i)), dtype=dtype)
        matrix[i, np.arange(len(i))] = 1
        matrix[j, np.arange(len(i))] = -1
        incidence_cache[key] = matrix
    return incidence_cache[key]


def separations(q, strain, box):
    """Nearest-image pair vectors when rows of cells are displaced by strain*box."""
    d = q @ incidence(q.shape[-1], q.dtype)
    row = np.rint(d[1] / box)
    d[0] -= (strain * box) * row
    d[1] -= box * row
    d[0] -= box * np.rint(d[0] / box)
    d[2] -= box * np.rint(d[2] / box)
    s = np.maximum(1 - (d[0] * d[0] + d[1] * d[1] + d[2] * d[2]), 0)
    return d, s


def pair_forces(q, strain, box):
    """Forces, pair energy, and virials of the xy, yz and zx components."""
    d, s = separations(q, strain, box)
    s2 = s * s
    f = (8 * A * s2 * s) * d
    virial = np.einsum('crp,crp->cr', d[[1, 2, 0]], f)
    energy = A * np.einsum('rp,rp->r', s2, s2)
    return f @ incidence(q.shape[-1], q.dtype).T, energy, virial


def volume_times_pressure(p, virial):
    return (p * p[[1, 2, 0]]).sum(-1) + virial


def draw_momenta(replicas, n, dtype):
    p = rng.standard_normal((3, replicas, n), dtype=dtype)
    return p - p.mean(-1, keepdims=True)


def rk4(rhs, y, t, h):
    k1 = rhs(y, t)
    k2 = rhs(y + h / 2 * k1, t + h / 2)
    k3 = rhs(y + h / 2 * k2, t + h / 2)
    k4 = rhs(y + h * k3, t + h)
    return y + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)


# ---------- Part 1: mechanics of one small system, double precision ----------
small_n, small_box, strong_rate = 8, 2.2, 1.0
h_fine, fine_steps = 0.0025, 400
lattice = np.array(list(itertools.product([0.55, 1.65], repeat=3))).T
start_q = (lattice + rng.uniform(-0.1, 0.1, lattice.shape))[:, None, :]
start_p = draw_momenta(1, small_n, np.float64)


def sllod_rhs(slide):
    def rhs(y, t):
        q, p = y
        force = pair_forces(q, slide * strong_rate * t, small_box)[0]
        dq, dp = p.copy(), force.copy()
        dq[0] += strong_rate * q[1]
        dp[0] -= strong_rate * p[1]
        return np.array([dq, dp])
    return rhs


def folded_trajectory(slide):
    """SLLOD run, particles folded into the cell; slide=0 keeps images static."""
    y, crossings = np.array([start_q, start_p]), 0
    energies, stresses = [], []
    for k in range(fine_steps + 1):
        strain = slide * strong_rate * k * h_fine
        _, pot, virial = pair_forces(y[0], strain, small_box)
        energies.append(0.5 * (y[1] ** 2).sum() + pot[0])
        stresses.append(volume_times_pressure(y[1], virial)[0, 0])
        if k == fine_steps:
            break
        y = rk4(sllod_rhs(slide), y, k * h_fine, h_fine)
        strain = slide * strong_rate * (k + 1) * h_fine
        row = np.floor(y[0, 1] / small_box)
        crossings += int(np.abs(row).sum())
        y[0, 1] -= small_box * row
        y[0, 0] -= small_box * strain * row
        y[0, 0] -= small_box * np.floor(y[0, 0] / small_box)
    return np.array(energies), np.array(stresses), y[1], crossings


image_index = np.array(list(itertools.product(
    range(-8, 9), range(-3, 4), range(-3, 4)))).T
pair_i, pair_j = np.triu_indices(small_n, 1)


def newton_rhs(y, t):
    """Lab-frame Newton motion, explicit sum over images carried by the flow."""
    q, v = y
    shift = small_box * image_index.astype(float)
    shift[0] += strong_rate * t * small_box * image_index[1]
    sep = (q[:, 0, pair_i] - q[:, 0, pair_j])[:, :, None] - shift[:, None, :]
    s = np.maximum(1 - (sep ** 2).sum(0), 0)
    f = (8 * A * s * s * s * sep).sum(-1)
    force = np.zeros_like(q)
    for c in range(3):
        np.add.at(force[c, 0], pair_i, f[c])
        np.add.at(force[c, 0], pair_j, -f[c])
    return np.array([v, force])


energy, stress, p_sllod, crossings = folded_trajectory(1.0)
lab = np.array([start_q, start_p])
lab[1, 0] += strong_rate * lab[0, 1]
for k in range(fine_steps):
    lab = rk4(newton_rhs, lab, k * h_fine, h_fine)
p_newton = lab[1].copy()
p_newton[0] -= strong_rate * lab[0, 1]
newton_gap = np.abs(p_newton - p_sllod).max()
assert crossings > 0
assert newton_gap < 1e-4

power = -strong_rate * stress
work = simpson(power, dx=h_fine)
balance_gap = abs(energy[-1] - energy[0] - work)
assert balance_gap < 1e-4

energy_st, stress_st, _, _ = folded_trajectory(0.0)
work_st = cumulative_trapezoid(-strong_rate * stress_st, dx=h_fine, initial=0)
static_gap = np.abs(energy_st - energy_st[0] - work_st).max()
assert static_gap > 0.1

# Jacobian determinant of the finite-time flow map by central differences.
dim, delta = 6 * small_n, 1e-5
base = np.array([start_q, start_p]).reshape(dim)
points = np.concatenate([base + delta * np.eye(dim), base - delta * np.eye(dim)])
y = points.reshape(2 * dim, 2, 3, small_n).transpose(1, 2, 0, 3).copy()
for k in range(100):
    y = rk4(sllod_rhs(1.0), y, k * 0.005, 0.005)
image = y.transpose(2, 0, 1, 3).reshape(2 * dim, dim)
jacobian = np.linalg.det((image[:dim] - image[dim:]) / (2 * delta))
assert abs(jacobian - 1) < 1e-3

# ---------- Part 2: linear response of a fluid, many replicas ----------
# Single precision is ample here: rounding is far below the statistical error.
N, BOX, rate = 27, 3.5, 0.25
volume = BOX ** 3
h, steps, replicas, segments = 0.01, 120, 200, 6


def shear_run(q, p, shear, nsteps):
    """Time-reversible splitting of the SLLOD flow; returns q, V*P and H0."""
    q, p = q.copy(), p.copy()
    force, pot, virial = pair_forces(q, 0.0, BOX)
    stresses = [volume_times_pressure(p, virial)]
    energies = [0.5 * (p * p).sum((0, 2)) + pot]
    for k in range(1, nsteps + 1):
        p += (0.5 * h) * force
        p[0] -= (0.5 * h * shear) * p[1]
        q[0] += h * p[0] + (shear * h) * (q[1] + (0.5 * h) * p[1])
        q[1:] += h * p[1:]
        force, pot, virial = pair_forces(q, shear * k * h, BOX)
        p[0] -= (0.5 * h * shear) * p[1]
        p += (0.5 * h) * force
        stresses.append(volume_times_pressure(p, virial))
        energies.append(0.5 * (p * p).sum((0, 2)) + pot)
    return q, np.array(stresses, dtype=float), np.array(energies, dtype=float)


def affine_modulus(q):
    """Second strain derivative of H0 over V, mean of three shear planes."""
    d, s = separations(q, 0.0, BOX)
    total = 0.0
    for a, b in ((0, 1), (1, 2), (2, 0)):
        curvature = 48 * A * d[a] ** 2 * s ** 2 - 8 * A * s ** 3
        total = total + (d[b] ** 2 * curvature).sum(-1)
    return (total / 3 + (N - 1)) / volume


def mean_error(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(len(x))


sites = (np.array(list(itertools.product(range(3), repeat=3))).T + 0.5) * BOX / 3
q = sites[:, None, :] + rng.uniform(-0.1, 0.1, (3, replicas, N))
q = q.astype(np.float32)
for _ in range(5):
    q = shear_run(q, draw_momenta(replicas, N, np.float32), 0.0, 80)[0]

equil, response, heat, works, affine = [], [], [], [], []
for _ in range(segments):
    p = draw_momenta(replicas, N, np.float32)
    affine.append(affine_modulus(q).astype(float))
    q_next, stress_eq, _ = shear_run(q, p, 0.0, steps)
    _, stress_up, energy_up = shear_run(q, p, rate, steps)
    _, stress_dn, energy_dn = shear_run(q, p, -rate, steps)
    equil.append(stress_eq)
    response.append(-(stress_up[:, 0] - stress_dn[:, 0]) / (2 * rate * volume))
    gain_up, gain_dn = energy_up - energy_up[0], energy_dn - energy_dn[0]
    heat.append(0.5 * (gain_up[-1] + gain_dn[-1]))
    works.append(0.5 * (np.exp(-gain_up[60]) + np.exp(-gain_dn[60])))
    q = q_next
equil = np.concatenate(equil, axis=2)
response = np.concatenate(response, axis=1)
heat, works, affine = map(np.concatenate, (heat, works, affine))

# Equilibrium correlation of V*P, averaged over time origins and three planes.
correlation = np.array([(equil[:steps + 1 - k] * equil[k:]).mean((0, 1))
                        for k in range(steps + 1)]) / volume
green_kubo = cumulative_trapezoid(correlation, dx=h, axis=0, initial=0)

table = []
for k in (10, 30, 60, 90, 120):
    gk, gk_err = mean_error(green_kubo[k])
    direct, direct_err = mean_error(response[k])
    gap, gap_err = mean_error(response[k] - green_kubo[k])
    # 3 percent allows for terms of second order in the finite shear rate.
    assert abs(gap) < 4 * gap_err + 0.03 * gk
    assert gap_err < 0.15 * gk
    table.append((k * h, direct, direct_err, gk, gk_err))

g_inf, g_inf_err = mean_error(affine)
g_fluct, g_fluct_err = mean_error(correlation[0])
g_eq, g_eq_err = mean_error(affine - correlation[0])
assert abs(g_eq) < 0.06 * g_inf

heat_gk = rate ** 2 * volume * cumulative_trapezoid(
    green_kubo, dx=h, axis=0, initial=0)[-1]
heat_mean, heat_err = mean_error(heat)
heat_gap, heat_gap_err = mean_error(heat - heat_gk)
assert abs(heat_gap) < 4 * heat_gap_err + 0.05 * heat_gk.mean()
assert heat_mean > 5 * heat_err
exp_mean, exp_err = mean_error(works)
assert abs(exp_mean - 1) < 5 * exp_err

eta = table[-1][3]
print("Units: a, m, kT, t0 = a*sqrt(m/kT); pair strength A = %.0f kT" % A)
print("-- one trajectory, 8 particles --")
print("cell side %.1f a, shear rate %.1f /t0, duration %.1f t0"
      % (small_box, strong_rate, fine_steps * h_fine))
print("crossings of the sliding faces: %d" % crossings)
print("largest momentum gap, SLLOD vs Newton: %.1e m a/t0" % newton_gap)
print("H0 at start: %.5f kT" % energy[0])
print("H0 at end: %.5f kT" % energy[-1])
print("integral of -rate*V*P_xy: %.5f kT" % work)
print("energy balance gap, sliding images: %.1e kT" % balance_gap)
print("largest balance gap, static images: %.2f kT" % static_gap)
print("lowest instantaneous power: %.2f kT/t0" % power.min())
print("highest instantaneous power: %.2f kT/t0" % power.max())
print("Jacobian determinant minus 1 after 0.5 t0: %.1e" % (jacobian - 1))
print("-- fluid, %d particles, %d starting states --" % (N, len(heat)))
print("cell side %.1f a, volume %.3f a^3, density %.4f /a^3"
      % (BOX, volume, N / volume))
print("shear rates +/- %.2f /t0, time step %.2f t0" % (rate, h))
print("affine modulus G_inf: %.3f +/- %.3f kT/a^3" % (g_inf, g_inf_err))
print("V<P_xy^2>/kT: %.3f +/- %.3f kT/a^3" % (g_fluct, g_fluct_err))
print("G_eq (difference): %.3f +/- %.3f kT/a^3" % (g_eq, g_eq_err))
print("running viscosity in kT t0/a^3 (standard errors):")
for row in table:
    print("t=%.1f t0: sheared %.4f +/- %.4f, Green-Kubo %.4f +/- %.4f" % row)
print("correlation at 1.2 t0 over its initial value: %.3f"
      % (correlation[-1].mean() / correlation[0].mean()))
print("viscosity/G_inf: %.3f t0" % (eta / g_inf))
print("mean power rate^2*eta*V: %.3f kT/t0" % (rate ** 2 * eta * volume))
print("mean heating in 1.2 t0, sheared: %.3f +/- %.3f kT" % (heat_mean, heat_err))
print("mean heating in 1.2 t0, Green-Kubo: %.3f kT" % heat_gk.mean())
print("<exp(-W/kT)> at 0.6 t0: %.3f +/- %.3f" % (exp_mean, exp_err))
print("PASS")
```

It prints:

```
Units: a, m, kT, t0 = a*sqrt(m/kT); pair strength A = 50 kT
-- one trajectory, 8 particles --
cell side 2.2 a, shear rate 1.0 /t0, duration 1.0 t0
crossings of the sliding faces: 3
largest momentum gap, SLLOD vs Newton: 2.4e-14 m a/t0
H0 at start: 8.18072 kT
H0 at end: 12.77536 kT
integral of -rate*V*P_xy: 4.59464 kT
energy balance gap, sliding images: 4.1e-07 kT
largest balance gap, static images: 6.98 kT
lowest instantaneous power: -1.01 kT/t0
highest instantaneous power: 11.42 kT/t0
Jacobian determinant minus 1 after 0.5 t0: -1.7e-06
-- fluid, 27 particles, 1200 starting states --
cell side 3.5 a, volume 42.875 a^3, density 0.6297 /a^3
shear rates +/- 0.25 /t0, time step 0.01 t0
affine modulus G_inf: 1.940 +/- 0.010 kT/a^3
V<P_xy^2>/kT: 1.909 +/- 0.020 kT/a^3
G_eq (difference): 0.030 +/- 0.022 kT/a^3
running viscosity in kT t0/a^3 (standard errors):
t=0.1 t0: sheared 0.1548 +/- 0.0017, Green-Kubo 0.1498 +/- 0.0018
t=0.3 t0: sheared 0.2599 +/- 0.0068, Green-Kubo 0.2489 +/- 0.0042
t=0.6 t0: sheared 0.2961 +/- 0.0149, Green-Kubo 0.2993 +/- 0.0070
t=0.9 t0: sheared 0.3257 +/- 0.0176, Green-Kubo 0.3095 +/- 0.0099
t=1.2 t0: sheared 0.3483 +/- 0.0165, Green-Kubo 0.3238 +/- 0.0135
correlation at 1.2 t0 over its initial value: 0.026
viscosity/G_inf: 0.167 t0
mean power rate^2*eta*V: 0.868 kT/t0
mean heating in 1.2 t0, sheared: 0.901 +/- 0.019 kT
mean heating in 1.2 t0, Green-Kubo: 0.859 kT
<exp(-W/kT)> at 0.6 t0: 0.995 +/- 0.015
PASS
```
